# Transmission and Resistance of an Abrupt Edge Contact to a 2D Channel

A metal sheet is joined along a straight line to a two-dimensional semiconducting channel. Electrons at the Fermi level are fast in the metal and slow in the channel, because the channel holds few carriers and its Fermi energy is small. Even if the junction is clean, part of the electron wave is reflected at the line, and the reflection appears as contact resistance. A barrier at the edge, idealized here as infinitely thin, adds to it. How much of the wave is transmitted, and which properties of the two materials decide it?

Conservation of current is part of the answer but does not suffice: the transmission also depends on how the wavefunctions are joined. The theorem below therefore names its Hamiltonian, and Section 4 shows what changes when the joining condition does.

## 1. Setting and theorem

The edge is the line $x=0$, with the metal (side 1) at $x<0$ and the channel (side 2) at $x>0$. The assumptions are these.

- **A1.** Each side has one isotropic parabolic band, with effective mass $m_i>0$ and band bottom $V_i$. Both bands are centred at the same transverse momentum.
- **A2.** The edge is uniform along $y$, so $k_y$ is conserved. Scattering by phonons and disorder is left out.
- **A3.** With $m(x)$ and $V(x)$ stepping at $x=0$, the Hamiltonian is
$$H=-\frac{\hbar^2}{2}\nabla\cdot\frac{1}{m(x)}\nabla+V(x)+U\delta(x),$$
where $U$ is real and has the dimension of energy times length.

For a wave $e^{i(k_{ix}x+k_yy)}$ on side $i$, the energy is $E=V_i+\hbar^2(k_{ix}^2+k_y^2)/2m_i$. The group velocity normal to the edge is
$$v_i=\frac1\hbar\frac{\partial E}{\partial k_{ix}}=\frac{\hbar k_{ix}}{m_i}.$$
We take $k_{ix}>0$ on both sides, so that both waves propagate.

**Theorem.** Under A1–A3, a wave incident from the metal is transmitted with probability
$$T=\frac{4v_1v_2}{(v_1+v_2)^2+w^2},\qquad w=\frac{2U}{\hbar}. \tag{1}$$

The barrier enters as a velocity $w$, to be compared with the sum of the two group velocities.

## 2. Two lemmas

Write the stationary state as $e^{ik_yy}\psi(x)$ and define
$$\chi(x)=\frac{\hbar}{m(x)}\frac{d\psi}{dx}.$$
The transverse kinetic energy joins the potential in $W(x)=V(x)+\hbar^2k_y^2/2m(x)$. The equation $H\Psi=E\Psi$ is then the first-order pair
$$\psi'=\frac{m}{\hbar}\chi,\qquad \chi'=\frac2\hbar\left[W-E+U\delta(x)\right]\psi. \tag{2}$$

**Lemma 1 (current).** The normal probability current is $j_x=\mathrm{Im}(\psi^*\chi)$. For $\psi=e^{ik_1x}+re^{-ik_1x}$ it equals $v_1(1-|r|^2)$, and for $\psi=te^{ik_2x}$ it equals $v_2|t|^2$. (Here $k_1,k_2$ stand for the normal components.)

*Proof.* From $i\hbar\,\partial_t\Psi=H\Psi$,
$$\partial_t|\Psi|^2=2\,\mathrm{Re}\frac{\Psi^*H\Psi}{i\hbar}=\frac2\hbar\mathrm{Im}(\Psi^*H\Psi).$$
The real potential terms drop out, leaving $-\hbar\,\mathrm{Im}[\Psi^*\nabla\cdot(m^{-1}\nabla\Psi)]$. Since
$$\nabla\cdot(\Psi^*m^{-1}\nabla\Psi)=\Psi^*\nabla\cdot(m^{-1}\nabla\Psi)+m^{-1}|\nabla\Psi|^2$$
and the last term is real, $\partial_t|\Psi|^2=-\nabla\cdot\mathbf j$ with $\mathbf j=(\hbar/m)\,\mathrm{Im}(\Psi^*\nabla\Psi)$. Its $x$ component is $\mathrm{Im}(\psi^*\chi)$.

On the metal side $\chi=iv_1(e^{ik_1x}-re^{-ik_1x})$, so
$$\psi^*\chi=iv_1\left[1-|r|^2+r^*e^{2ik_1x}-re^{-2ik_1x}\right].$$
The last two terms are a number minus its complex conjugate, hence imaginary. Multiplied by $i$ they become real and do not contribute to the current. On the channel side $\chi=iv_2\psi$, which gives $v_2|t|^2$. ∎

**Lemma 2 (joining conditions).** At the edge
$$\psi(0^+)=\psi(0^-),\qquad \chi(0^+)-\chi(0^-)=w\,\psi(0), \tag{3}$$
and the normal current is continuous.

*Proof.* Replace the edge by a layer $-\epsilon<x<\epsilon$ in which $m$ and $W$ vary within fixed bounds and the delta function is a positive peak of unit area. Let $M$ and $X$ be the largest values of $|\psi|$ and $|\chi|$ in the layer. Integrating (2) from the left end gives
$$M\le|\psi(-\epsilon)|+\frac{2\epsilon m_{\max}}{\hbar}X,\qquad X\le|\chi(-\epsilon)|+(|w|+K\epsilon)M,$$
with $K$ a constant set by the bound on $|W-E|$. Inserting the second inequality in the first shows that $M$, and then $X$, stay bounded as $\epsilon\to0$. The change of $\psi$ across the layer is at most $2\epsilon m_{\max}X/\hbar$, which vanishes, so $\psi$ is continuous. In the integral of the second equation of (2), the bounded part $W-E$ contributes a term of order $\epsilon$, and the peak contributes $(2U/\hbar)\psi(0)$.

Finally, $\mathrm{Im}[\psi^*(\chi(0^+)-\chi(0^-))]=\mathrm{Im}(w|\psi(0)|^2)=0$ because $w$ is real. ∎

**Remark.** For $U=0$ the continuous quantity is $\psi'/m$, not $\psi'$. Suppose $\psi'$ itself were made continuous at normal incidence. Then $1+r=t$ and $k_1(1-r)=k_2t$ give $t=2k_1/(k_1+k_2)$ and $r=(k_1-k_2)/(k_1+k_2)$. With $v_2/v_1=k_2m_1/(k_1m_2)$, the outgoing flux divided by the incident flux would be
$$|r|^2+\frac{v_2}{v_1}|t|^2=1+\frac{4k_1k_2}{(k_1+k_2)^2}\left(\frac{m_1}{m_2}-1\right).$$
This differs from one whenever the masses differ. For the example of Section 6 it is 1.36: the edge would create electrons.

## 3. Proof of the theorem and its consequences

Take $\psi=e^{ik_1x}+re^{-ik_1x}$ in the metal and $\psi=te^{ik_2x}$ in the channel. At $x=0$, (3) reads
$$1+r=t,\qquad iv_2t-iv_1(1-r)=wt.$$
Multiply the second equation by $-i$ and use $1-r=2-t$ from the first:
$$v_2t-v_1(2-t)=-iwt\quad\Rightarrow\quad (v_1+v_2+iw)\,t=2v_1.$$
Therefore
$$t=\frac{2v_1}{v_1+v_2+iw},\qquad r=t-1=\frac{v_1-v_2-iw}{v_1+v_2+iw}. \tag{4}$$
By Lemma 1 the incident flux is $v_1$ and the transmitted flux is $v_2|t|^2$. Their ratio is
$$T=\frac{v_2}{v_1}|t|^2=\frac{v_2}{v_1}\,\frac{4v_1^2}{(v_1+v_2)^2+w^2},$$
which is (1). As a check, $(v_1-v_2)^2+w^2+4v_1v_2=(v_1+v_2)^2+w^2$, so $|r|^2+T=1$. ∎

**Corollary 1 (no barrier).** For $U=0$, $1-T=(v_1-v_2)^2/(v_1+v_2)^2$. Reflection vanishes when the velocities agree, even if masses and wavevectors differ. Direct integration of the wave equation confirms this for masses 1 and 0.4 (in electron masses) with kinetic energies 0.50 and 0.20 eV: the wavevectors differ by a factor 2.5, and $T=1.000000$.

**Corollary 2 (barrier factor).** Dividing (1) by its value at $w=0$ gives
$$\frac{T}{T_{U=0}}=\frac{1}{1+w^2/(v_1+v_2)^2}.$$
An attractive delta of the same strength reflects as much as a repulsive one, because only $w^2$ appears.

**Corollary 3 (best metal velocity).** Keep $v_2$ and $w$ fixed and write
$$\frac1T=\frac{1}{4v_2}\left[v_1+\frac{v_2^2+w^2}{v_1}+2v_2\right].$$
For positive $b$, $v_1+b^2/v_1=2b+(v_1-b)^2/v_1\ge2b$, with equality at $v_1=b$. Hence the largest transmission is reached at
$$v_1=\sqrt{v_2^2+w^2},\qquad T_{\max}=\frac{2v_2}{v_2+\sqrt{v_2^2+w^2}}.$$
With a barrier, matching the velocities is not the optimum. A faster metal electron gets through the delta more easily, and this gain is balanced against the growing mismatch.

## 4. What current conservation leaves open

Let a general interface act as a real linear map
$$\psi_R=A\psi_L+B\chi_L,\qquad \chi_R=C\psi_L+D\chi_L,$$
where $L$ and $R$ denote its two sides. Since $\mathrm{Im}(\chi_L^*\psi_L)=-\mathrm{Im}(\psi_L^*\chi_L)$,
$$\mathrm{Im}(\psi_R^*\chi_R)=(AD-BC)\,\mathrm{Im}(\psi_L^*\chi_L).$$
Current is conserved if $AD-BC=1$, which leaves three real parameters free.

**Proposition 1.** For such an interface
$$T=\frac{4v_1v_2}{(Dv_1+Av_2)^2+(C-Bv_1v_2)^2}. \tag{5}$$

*Proof.* With unit determinant the inverse map is $\psi_L=D\psi_R-B\chi_R$, $\chi_L=-C\psi_R+A\chi_R$. Insert $\psi_R=t$, $\chi_R=iv_2t$, $\psi_L=1+r$ and $\chi_L=iv_1(1-r)$:
$$1+r=(D-iBv_2)t,\qquad 1-r=\left(\frac{Av_2}{v_1}+\frac{iC}{v_1}\right)t.$$
Adding the two and multiplying by $v_1$ gives $2v_1=[Dv_1+Av_2+i(C-Bv_1v_2)]\,t$, and $T=(v_2/v_1)|t|^2$ is (5). ∎

The theorem is the case $A=D=1$, $B=0$, $C=w$. A different case follows from another Hermitian kinetic operator,
$$-\frac{\hbar^2}{2}m^a\frac{d}{dx}m^b\frac{d}{dx}m^a,\qquad 2a+b=-1,$$
which also reduces to $-(\hbar^2/2m)\,d^2/dx^2$ where $m$ is constant. Set $U=0$, $\phi=m^a\psi$ and $\eta=\hbar m^b\phi'$. The wave equation becomes $\phi'=m^{-b}\eta/\hbar$ and $\eta'=(2/\hbar)m^{-a}(W-E)\psi$. Both right-hand sides are bounded, so $\phi$ and $\eta$ are continuous at the edge. On a uniform side $\eta=\hbar m^{a+b}\psi'=m^{a+b+1}\chi=m^{-a}\chi$. Hence
$$\psi_R=\alpha\psi_L,\qquad \chi_R=\chi_L/\alpha,\qquad \alpha=(m_1/m_2)^a,$$
and (5) gives $T=4v_1v_2/(\alpha v_2+v_1/\alpha)^2$. The velocities are as before, but the transmission is not. For the example below with $a=-0.5$, so $\alpha=0.632$, it is 0.242 instead of 0.503, and integration of the corresponding wave equation gives the same 0.242.

Formula (1) is therefore a statement about A3. For a real junction, the map between the two envelopes has to come from the bonding at the edge.

## 5. From transmission to contact resistance

At fixed $k_y$ the two normal velocities are
$$v_i(k_y)=\frac{\hbar}{m_i}\sqrt{k_i^2-k_y^2},$$
where from here on $k_i$ is the full Fermi wavevector of side $i$. We take $k_2<k_1$, spin degeneracy two and one valley, so the channel density is $n=2\pi k_2^2/(2\pi)^2=k_2^2/2\pi$.

**Proposition 2.** At zero temperature and small bias, the conductance per contact width $\mathcal W$ between a metal reservoir and a channel that returns no electrons except those sent by its own reservoir is
$$\frac{G}{\mathcal W}=\frac{2e^2}{h}\int_{-k_2}^{k_2}\frac{dk_y}{2\pi}\,T(k_y). \tag{6}$$

*Proof.* Electrons arriving from the metal carry, per width, the current
$$2e\int\frac{dk_y}{2\pi}\int\frac{dk_{1x}}{2\pi}\,v_1T f_1,$$
where $f_1$ is the occupation set by the metal reservoir. At fixed $k_y$, $v_1\,dk_{1x}=dE/\hbar$, so the inner integral is $\int(dE/h)\,Tf_1$. Electrons arriving from the channel give the same expression with $f_2$, because (1) is unchanged when $v_1$ and $v_2$ are exchanged. The difference $f_1-f_2$ equals one in an energy window of width $e\times$(voltage) and vanishes outside it. For a small window $T$ may be taken at the Fermi level, and dividing by the voltage gives (6). For $|k_y|>k_2$ the channel wave decays: $\chi/\psi$ is real there, it carries no current, and the electron is reflected. ∎

Define $R_c\mathcal W=(G/\mathcal W)^{-1}$. If $T=1$ for all $k_y$, the integral is $k_2/\pi$ and
$$R_S\mathcal W=\frac{h}{2e^2}\frac{\pi}{k_2},$$
the Sharvin resistance. It reflects the finite number of transverse modes in the channel and remains when the interface is perfect. Because $R_c$ is defined here between two reservoirs, the values for the two contacts of a device cannot simply be added: a ballistic channel with two perfect edges has total resistance $R_S$, not $2R_S$. In general $R_c=R_S/\langle T\rangle$, with $\langle T\rangle$ the average over $-k_2<k_y<k_2$.

**Proposition 3 (low density).** Let $V$ be the metal Fermi velocity, held fixed, and let $n\to0$. Then
$$R_c\mathcal W\simeq\frac{m_2(V^2+w^2)}{2e^2nV}+\frac{16}{3\pi^2}R_S\mathcal W. \tag{7}$$

*Proof.* When $k_2\ll k_1$, $v_1(k_y)$ differs from $V$ by a relative amount of order $k_2^2/k_1^2$, which is dropped. Put $D_0=V^2+w^2$. To second order in $v_2$,
$$T\simeq\frac{4Vv_2}{D_0}\left(1-\frac{2Vv_2}{D_0}\right).$$
The integrals needed are
$$\int_{-k_2}^{k_2}\sqrt{k_2^2-k_y^2}\,dk_y=\frac{\pi k_2^2}{2},\qquad \int_{-k_2}^{k_2}(k_2^2-k_y^2)\,dk_y=\frac{4k_2^3}{3}.$$
The leading conductance is
$$\frac{2e^2}{h}\,\frac{4V}{D_0}\,\frac{\hbar}{m_2}\,\frac{1}{2\pi}\,\frac{\pi k_2^2}{2}=\frac{2e^2}{h}\,\frac{\hbar Vk_2^2}{m_2D_0}=\frac{2e^2nV}{m_2D_0},$$
where $k_2^2=2\pi n$ and $\hbar/h=1/2\pi$ were used. Its inverse is the first term of (7).

The ratio of the two integrals is $8k_2/3\pi$, so the correction lowers $G$, and raises $R_c$, by the relative amount $(2V/D_0)(\hbar/m_2)(8k_2/3\pi)$. Multiplying by the first term gives
$$\frac{8\hbar k_2}{3\pi e^2n}=\frac{16\hbar}{3e^2k_2}.$$
Since $R_S\mathcal W=\pi^2\hbar/(e^2k_2)$, this is $16/3\pi^2$ times $R_S\mathcal W$. ∎

The first term grows as $1/n$, faster than the Sharvin resistance, which grows as $n^{-1/2}$. As the channel is depleted, it loses modes in proportion to $k_2$, and the remaining modes become slower and transmit less: in the low-density limit their average transmission also falls in proportion to $k_2$.

## 6. A worked case

The following are round model parameters, not those of a named material: $m_1=1$ and $m_2=0.4$ electron masses, metal kinetic energy 5 eV, $n=10^{13}$ cm$^{-2}$ and $U=0.3$ eV nm.

The density gives $k_2=\sqrt{2\pi n}=0.793$ nm$^{-1}$ and a channel Fermi energy of 0.060 eV. At normal incidence, in units of $10^5$ m/s, the velocities are $v_1=13.26$, $v_2=2.294$ and $w=9.116$. Then
$$T=\frac{4(13.26)(2.294)}{(15.56)^2+(9.116)^2}=\frac{121.7}{242.0+83.1}=0.374.$$
Without the barrier $T=121.7/242.0=0.503$. The velocity mismatch alone thus reflects half of the flux, and the barrier multiplies the transmission by 0.744.

The squared amplitude $|t|^2=2.16$ exceeds one. It measures density, not flux: at equal flux, slower electrons are more crowded. Multiplying by $v_2/v_1=0.173$ recovers 0.374.

At normal incidence, the best metal velocity for this channel and barrier is $9.40\times10^5$ m/s, with $T=0.392$, while a metal matched to the channel velocity would give 0.202. The model metal is faster than the optimum, but loses little by it.

**Sharpness of the edge.** The wave equation was also integrated through a smooth step in mass and band edge with a Gaussian barrier of fixed area. The steps follow $\tanh(x/s)$ and the Gaussian has standard deviation $s$; this $s$ is called the width below. At a width of $10^{-5}$ nm, $T$ differs from (1) by at most $4\times10^{-6}$ in five cases, which include both signs of $U$ and oblique incidence. At widths of 0.001, 0.01 and 0.05 nm, normal-incidence transmission is 0.375, 0.381 and 0.460. The last value is 23% above the sharp limit. Mass step, band step and barrier widen together here, so these numbers do not say which of them matters most. They do show that (1), with $U$ set equal to the barrier's area, can already fail when the whole edge is smoothed over about a tenth of a nanometre, which is the 10–90% rise of the step at $s=0.05$ nm; such an edge calls for the map of Section 4.

**Resistance.** Because $k_2/k_1=0.793/11.46=0.069$, channel electrons at all angles connect to metal electrons within $4.0^\circ$ of the normal. The metal's normal velocity then varies by only about 0.2%, whereas the channel's falls to zero at grazing incidence. This pulls the mode average down to $\langle T\rangle=0.304$, below the normal-incidence value. With $R_S\mathcal W=51.2$ Ω µm,
$$R_c\mathcal W=\frac{51.2}{0.304}\approx168\ \Omega\,\mu\mathrm m.$$
Without the barrier it is 123 Ω µm. A direct sum over channel states in a 1 mV window gives the same conductance as (6), 5.95 mS/µm.

The first term of (7) gives 138.6 Ω µm at this density, which is 18% too low. The second adds $0.540\times51.2=27.6$, for a total of 166.2, within about 1% of the full integral. At $10^{11}$ cm$^{-2}$ the first term alone, 13.86 kΩ µm, is within 2% of the full 14.14 kΩ µm. There the Sharvin part is 0.51 kΩ µm, so almost all of the resistance comes from reflection at the edge. These are zero-temperature values. At this density the channel Fermi energy is only 0.6 meV, so the Sharvin part keeps its value only well below 7 K; at higher temperatures and fixed density it is larger. The first term of (7) hardly changes. Its conductance is proportional to $k_2^2$, hence to the channel energy $\varepsilon$ above the band bottom, and the thermal average $\int_0^\infty(-\partial f/\partial\varepsilon)\,\varepsilon\,d\varepsilon=\int_0^\infty f\,d\varepsilon$ is proportional to $n$ at any temperature. At 300 K and the same density, the Sharvin part is 3.8 kΩ µm and the total about 16.5 kΩ µm, with the metal band bottom held 5 eV below the chemical potential.

## 7. Where the result stops

The resistances above belong to this model. A depletion region beside the edge would add a barrier of finite length, which is not a delta function. A thick metal has further modes across its thickness, which this two-dimensional model leaves out. If the metal has no states at the transverse momentum of the channel valley, A1 fails, and an edge that is uniform along $y$ cannot transmit elastically, however well the speeds agree. A real edge is at best periodic, and it can transmit if its periodic structure supplies the missing transverse momentum. The numerical output below gives the values at further digits and at an intermediate density.

## Computed results

```
Metal mass 1.00 m_e, channel mass 0.40 m_e
Metal kinetic energy: 5.000 eV
Channel density: 1.00e+13 cm^-2
Channel Fermi energy: 0.05985 eV
Barrier strength U: 0.300 eV nm
Metal Fermi wavevector: 11.4558 nm^-1
Channel Fermi wavevector: 0.7927 nm^-1
Metal velocity v1: 1.3262e+06 m/s
Channel velocity v2: 2.2941e+05 m/s
Barrier velocity w: 9.1156e+05 m/s
Reflection amplitude r: 0.2692 -0.7437 i
Transmission amplitude t: 1.2692 -0.7437 i
|r|^2 = 0.6256, |t|^2 = 2.1641
Normal-incidence T with barrier: 0.3744
Normal-incidence T without barrier: 0.5029
Barrier reduction factor: 0.7444
R+T if bare derivative were continuous: 1.3632
Largest deviation, interface width 1e-5 nm: 4.0e-06
T for smooth interface, width 0.050 nm: 0.4599
T for smooth interface, width 0.010 nm: 0.3814
T for smooth interface, width 0.001 nm: 0.3748
Equal-velocity energies: 0.50 and 0.20 eV
Equal-velocity wavevector ratio k1/k2: 2.500
Equal-velocity T, no barrier: 1.000000
Other ordering: a = -0.5, alpha = 0.6325
Other ordering T, formula: 0.2421
Other ordering T, wave equation: 0.2421
Best metal velocity: 9.3999e+05 m/s
T at best metal velocity: 0.3924
T at v1 = v2 with same barrier: 0.2021
Largest metal incidence angle: 3.968 deg
Mean T over transverse modes: 0.3044
Contact conductance: 5.9499 mS/um
Same from 1.0 mV window: 5.9499 mS/um
Resistances in ohm um: Sharvin, no barrier, barrier, low-n law
n = 1e+11 cm^-2: 511.52, 9690.72, 14137.77, 13859.50
n = 1e+12 cm^-2: 161.76, 1030.39, 1475.21, 1385.95
n = 1e+13 cm^-2: 51.15, 123.47, 168.07, 138.59
Low-density exponent of conductance: 0.9994
```
